# Why diffuse functions ruin the sparsity of the coefficient density matrix

A linear-scaling calculation on an insulator relies on the one-particle density matrix $\rho(x,x')$ falling off exponentially with $|x-x'|$, so that elements between distant atoms can be dropped. The program, however, stores the coefficient matrix $P$ in $\rho(x,x')=\sum_{\mu\nu}\phi_\mu(x)P^{\mu\nu}\phi_\nu(x')$. When one diffuse function per atom is added to the basis, the energy and $\rho$ change modestly if the compact basis was already nearly adequate. Yet $P$ can acquire elements between atoms so far apart that the overlap of their diffuse functions is negligible. A chain with two functions per site can be solved in closed form. It shows that the inverse overlap matrix is behind the effect, but that $P$ does not copy its decay rate, that the effect needs an imperfect compact basis, and that $\rho$ itself picks up a weaker copy of the slow tail.

## Coefficients are matrix elements between dual functions

Atomic units are used in the algebra, functions are real, and $\rho$ is the projector on the occupied orbitals, with occupation one. Let $S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle$ and define the dual functions $\phi^\mu=\sum_\nu (S^{-1})^{\mu\nu}\phi_\nu$. They obey $\langle\phi^\mu|\phi_\lambda\rangle=\sum_\nu(S^{-1})^{\mu\nu}S_{\nu\lambda}=\delta^\mu_\lambda$. Sandwiching $\rho=\sum|\phi_\lambda\rangle P^{\lambda\kappa}\langle\phi_\kappa|$ between duals, and then between the original functions, gives

$$P^{\mu\nu}=\langle\phi^\mu|\rho|\phi^\nu\rangle,\qquad Q_{\mu\nu}=\langle\phi_\mu|\rho|\phi_\nu\rangle=(SPS)_{\mu\nu},\qquad P=S^{-1}QS^{-1}.$$

The contravariant $P$ probes $\rho$ with the duals, whose range is that of $S^{-1}$. This alone does not make $P$ long-ranged. If the smaller basis already spans the occupied space, $\rho$ is unchanged by the new functions, and since the expansion in linearly independent functions is unique, the new $P$ is the old one padded with zeros, however slowly $S^{-1}$ decays. A tail needs an error in the compact basis for the diffuse functions to repair.

## Decay rates and the inverse overlap of a Gaussian lattice

In a chain of period $a$ a matrix element $F(n)$ between cells $n$ apart is the Fourier coefficient of a Bloch function,

$$F(n)=\frac{a}{2\pi}\int_0^{2\pi/a}F(k)\,e^{ikna}\,dk .$$

If $F(k)$ is analytic for $0\le\operatorname{Im}k\le\kappa$, the path can be lifted to $\operatorname{Im}k=\kappa$. The two vertical sides cancel because the integrand has period $2\pi/a$, and on the lifted path $|e^{ikna}|=e^{-\kappa na}$. The decay rate is therefore the height of the lowest singularity of $F(k)$.

Take one normalized Gaussian $(2\beta/\pi)^{1/4}e^{-\beta x^2}$ per site. Since $x^2+(x-R)^2=2(x-R/2)^2+R^2/2$, the overlap at distance $R=na$ is $q^{n^2}$ with $q=e^{-\beta a^2/2}$. With $w=e^{ika}$ the Bloch overlap is $f(w)=\sum_n q^{n^2}w^n$. At $w=-q$ the term $n$ is $(-1)^nq^{n(n+1)}$. The term $-1-n$ has the same exponent, $(-1-n)(-n)=n(n+1)$, and the opposite sign, so the sum vanishes. To see that no zero lies lower, complete the square: $f(q^2w)=\sum_n q^{(n+1)^2-1}w^n=f(w)/(qw)$. The winding number of $f$ on a circle $|w|=q^2r$ is thus one less than on $|w|=r$, and by the argument principle each such annulus holds one simple zero. The zeros are $w=-q^{2m+1}$. With $K=\pi/a$ and $k=K+i\kappa$ one has $w=-e^{-\kappa a}$, so the lowest pole of $1/f$ is at $\kappa=\beta a/2$, and

$$S^{-1}(n)\propto(-1)^n e^{-(\beta a/2)\,|n|a}\quad\text{for large }|n| .$$

The overlap falls as a Gaussian in $n$, its inverse as a plain exponential with a rate proportional to $\beta$. The alternating sign shows the origin: at the zone edge the alternating sum of wide Gaussians nearly cancels, which is a near linear dependence.

## The two-function chain

The Hamiltonian is $H=-\tfrac12\partial_x^2-V_0\sum_m e^{-\gamma(x-ma)^2}$. Each site carries a compact normalized Gaussian $t$ (exponent $\alpha$) and a diffuse one $d$ (exponent $\beta\ll\alpha$), and the lowest band is filled. Both functions and $H$ are even under reflection about a site, so $S_{ab}(n)=S_{ab}(-n)$, likewise for $H$, and the $2\times2$ Bloch matrices are real cosine series. Their terms fall as Gaussians in $n$, so they are entire in $k$. Brackets below are per cell, between Bloch sums at fixed $k$.

Remove from $d$ its component along $t$:

$$\sigma=\langle t|t\rangle,\quad y=\frac{\langle t|d\rangle}{\sigma},\quad \chi=d-yt,\quad s=\langle\chi|\chi\rangle=S_{dd}-\frac{S_{td}^2}{\sigma}=\frac{\det S}{\sigma}.$$

The cofactor formula gives $(S^{-1})^{dd}=\sigma/\det S=1/s$. Define $\varepsilon=\langle t|H|t\rangle/\sigma$, $h=\langle\chi|H-\varepsilon|\chi\rangle$ and $v=\langle\chi|H|t\rangle$. The ratio $\Delta=h/s$ is the energy of the normalized $\chi$ above that of $t$, assumed positive for real $k$. The coupling $v$ measures the error of $t$: if $Ht=\varepsilon t$, then $v=\varepsilon\langle\chi|t\rangle=0$.

Write the occupied state as $\psi=t+x\chi$ with energy $\varepsilon+\delta$. Projecting $(H-\varepsilon-\delta)\psi=0$ on $t$ and on $\chi$, with $\langle t|\chi\rangle=0$, gives $vx=\delta\sigma$ and $v+(h-\delta s)x=0$. Eliminating $\delta$,

$$\frac{sv}{\sigma}x^2-hx-v=0,\qquad x=\frac{h-\sqrt D}{2sv/\sigma}=-\frac{2v}{h+\sqrt D},\qquad D=h^2+\frac{4v^2s}{\sigma}.$$

The last form of $x$ follows on multiplying above and below by $h+\sqrt D$ and using $h^2-D=-4v^2s/\sigma$. This root has $\delta=vx/\sigma\le0$ and is the lower state. The norm is $\mathcal N=\sigma+sx^2$. Since $4v^2s=\sigma(D-h^2)$,

$$sx^2=\frac{\sigma(D-h^2)}{(h+\sqrt D)^2}=\sigma\frac{\sqrt D-h}{\sqrt D+h},\qquad \mathcal N=\frac{2\sigma\sqrt D}{h+\sqrt D}.$$

The angle $\theta_k$ by which the diffuse function rotates the occupied state away from $t$ has $\sin^2\theta=sx^2/\mathcal N$, the weight of the normalized $\chi$. The three combinations needed later are then

$$\frac1{\mathcal N}=\frac{1}{2\sigma}\Big(1+\frac{h}{\sqrt D}\Big),\qquad \frac{x}{\mathcal N}=-\frac{v}{\sigma\sqrt D},\qquad \frac{x^2}{\mathcal N}=\frac{\sin^2\theta}{s}=\frac1{2s}\Big(1-\frac{h}{\sqrt D}\Big).$$

## Same rotation, three amplitudes

In the original basis $\psi=(1-xy)\,t+x\,d$, and $P(k)$ is the outer product of the coefficient vector with itself, divided by $\mathcal N$:

$$P^{dd}(k)=\frac{x^2}{\mathcal N}=\sin^2\theta_k\,(S^{-1})^{dd}(k),\qquad P^{td}(k)=\frac{x}{\mathcal N}-y\,\frac{x^2}{\mathcal N}.$$

The first equation is the sense in which $P$ inherits from $S^{-1}$. It holds for every $k$ in this model, without any expansion. From $\sin^2\theta=sx^2/\mathcal N$ and $\cos^2\theta=\sigma/\mathcal N$ one has $|x|/\mathcal N=\sin\theta\cos\theta/\sqrt{\sigma s}$, so the mixed element carries $\theta/\sqrt s$ at small angle and the diffuse element $\theta^2/s$. A correction of norm $\theta$ has to be built from a function of norm $\sqrt s$, and needs a coefficient $\theta/\sqrt s$.

In real space the coefficients multiply the functions again:

$$\rho_k=\frac{|\psi\rangle\langle\psi|}{\mathcal N}=\frac1{\mathcal N}|t\rangle\langle t|+\frac{x}{\mathcal N}\big(|t\rangle\langle\chi|+|\chi\rangle\langle t|\big)+\frac{x^2}{\mathcal N}|\chi\rangle\langle\chi| .$$

Each $\chi$ brings back a factor $\sqrt s$, so on the real $k$ axis the new terms have size $\theta$ and $\theta^2$. For two rank-one projectors $\operatorname{Tr}(\Pi_1-\Pi_2)^2=1+1-2\cos^2\theta$. Both kernels are diagonal in $k$, so the Hilbert–Schmidt change per cell is a zone average,

$$\|\delta\rho\|^2_{\rm cell}=\int_{\rm cell}dx\int dx'\,|\delta\rho(x,x')|^2=2\langle\sin^2\theta_k\rangle ,$$

to be compared with $\|\rho\|^2_{\rm cell}=1$. No factor $1/s$ appears. The covariant element goes the other way: $\langle d|\psi\rangle=y\sigma+x\langle d|\chi\rangle=y\sigma+xs$, so $Q_{dd}=(y\sigma+xs)^2/\mathcal N$, in which $x$ is multiplied by the small $s$.

If $t$ differs from the exact Bloch state by a small fraction $\epsilon$ of some fixed error, $v$ is of first order in $\epsilon$, then $x\approx-v/h$ is too, and $P^{dd}\propto\epsilon^2$.

## The rate is not that of the inverse overlap

On the line $k=K+i\kappa$ each Bloch element becomes $\sum_n(-1)^nS_{ab}(n)\cosh(\kappa na)$, which is real, and so are $\sigma,y,s,h,v,D$. The zero of $\sigma$ lies at $\alpha a/2$, far above the region of interest, so $\sigma>0$ there. Let $\kappa_S$ and $\kappa_h$ be the first zeros of $s$ and $h$. The first is the pole of $S^{-1}$.

Suppose $\kappa_S<\kappa_h$, with $s<0$ and $v\neq0$ at $\kappa_h$. For $\kappa\le\kappa_S$ both $s\ge0$ and $h>0$, so $D\ge h^2>0$, and $x$ and $1/\mathcal N$ are finite. At $\kappa_S$ itself $x=-v/h$ and $\mathcal N=\sigma$: the continued $\sin^2\theta=sx^2/\mathcal N$ vanishes with $s$ and cancels the pole of $1/s$. At $\kappa_h$, $D=4v^2s/\sigma<0$. So $D$ first changes sign at some $\kappa_-$ with

$$\kappa_S<\kappa_-<\kappa_h ,$$

and, if $v$ is small, returns to positive values at a $\kappa_+>\kappa_h$, where $h^2$ again wins. The segment $[\kappa_-,\kappa_+]$ is a branch cut of $\sqrt D$. Each of $P^{dd}$, $P^{td}$, $Q_{dd}$ and $\rho_k(x,x')$ is a combination of $1/\mathcal N$, $x/\mathcal N$ and $x^2/\mathcal N$ with coefficients regular on the cut, hence of the form $A+B/\sqrt D$. All four share the branch point, including the real-space kernel. That no singularity off this line lies lower is an assumption, which the numerical comparison below tests.

The tail follows by lifting the contour above the cut. The real-axis integral equals the lifted one plus a counterclockwise loop, up the right side of the cut ($dk=i\,d\kappa$) and down the left. To fix the branch, step a distance $\xi>0$ to the right: $D(k+\xi)\approx D+\xi\,dD/dk$ with $dD/dk=-i\,dD/d\kappa$. Near $\kappa_-$, $dD/d\kappa<0$, so $\operatorname{Im}D>0$ on the right and the root continued from positive values is $+i\sqrt{|D|}$. On the left it is the conjugate. For a quantity whose $A$ and $B$ are real on the line, $i(F_R-F_L)=-2\operatorname{Im}F_R$, and with $e^{ikna}=(-1)^ne^{-\kappa na}$,

$$F(n)\approx\frac{a}{2\pi}(-1)^n\int_{\kappa_-}^{\kappa_+}\big(-2\operatorname{Im}F_R\big)\,e^{-\kappa na}\,d\kappa ,$$

up to faster terms from higher singularities. For $P^{dd}$, $1/\sqrt D=-i/\sqrt{|D|}$ gives $\operatorname{Im}F_R=h/(2s\sqrt{|D|})$, and the weight is $h/(|s|\sqrt{|D|})$ because $s<0$.

There are two regimes in $L=na$. For $L\gg1/(\kappa_+-\kappa_-)$ the lower endpoint dominates, and $\int(\kappa-\kappa_-)^{-1/2}e^{-\kappa L}d\kappa=\sqrt{\pi/L}\,e^{-\kappa_-L}$. For smaller $L$ the cut is not resolved. This is the weak-coupling picture $\sqrt D\approx h$, where $x/\mathcal N\approx-v/(\sigma h)$ has a simple pole at $\kappa_h$ and $P^{dd}\approx v^2/(\sigma h^2)$ a double pole. What $P$ inherits at leading order in $v$ is $1/h=(S^{-1})^{dd}/\Delta$: the inverse overlap divided by an excitation energy, whose own pole at $\kappa_S$ removes the pole of $1/s$.

If instead $\kappa_h<\kappa_S$, the bracket fails. Then $s>0$ at $\kappa_h$, and $D=0$ requires $h=\pm2iv\sqrt{s/\sigma}$. Since $dh/dk=-i\,dh/d\kappa$ is imaginary, to first order in $v$ the branch points sit to the left and right of $K+i\kappa_h$, and $P$ decays more slowly than $S^{-1}$. The example below is not in this regime.

## Why the rates scale with the diffuse exponent

The Bloch sum $\sum_ne^{ikna}g(x-na)$ equals $e^{ikx}$ times a periodic function, whose Fourier coefficients are $\hat g(k+G)/a$ with $G=2Km$. For $d$, $\hat g(Q)=(2\pi/\beta)^{1/4}e^{-Q^2/4\beta}$. Put $k=K+p$. The waves $|\pm\rangle$ with $Q=\pm K+p$, normalized per cell, have amplitudes $A\,e^{\mp u}$, where

$$u=\frac{Kp}{2\beta},\qquad A^2=\frac1a\sqrt{\frac{2\pi}{\beta}}\;e^{-(K^2+p^2)/2\beta}.$$

The waves at $\pm3K$ are smaller by $e^{-2K^2/\beta}$ and are dropped. With $|c\rangle=(|+\rangle+|-\rangle)/\sqrt2$ and $|s'\rangle=(|+\rangle-|-\rangle)/\sqrt2$,

$$d_k=\sqrt2A\,\big(\cosh u\,|c\rangle-\sinh u\,|s'\rangle\big).$$

Let $\beta\to0$ at fixed $u$. Then $p=2\beta u/K\to0$, and $t$, $H$, $\varepsilon$ may be taken at $K$, with corrections of first order in $\beta$. At $K$ the cosine $c$ and the normalized $\hat t$ are even, the sine $s'$ is odd, and $H$ does not mix the two. Projecting out $t$ replaces $c$ by $c_\perp=c-\hat t\langle\hat t|c\rangle$, of squared norm $1-\eta$ with $\eta=\langle c|\hat t\rangle^2$, and leaves $s'$ alone:

$$s=2A^2\big[(1-\eta)\cosh^2u+\sinh^2u\big],\qquad h=2A^2\big[h_c\cosh^2u+h_s\sinh^2u\big],$$

with $h_c=\langle c_\perp|H-\varepsilon|c_\perp\rangle$ and $h_s=\langle s'|H-\varepsilon|s'\rangle$. On the line $p=i\kappa$, $u=i\omega$ with $\kappa=2\beta a\,\omega/\pi$, and $\cosh^2u=\cos^2\omega$, $\sinh^2u=-\sin^2\omega$. The zeros are

$$\kappa_S=\frac{2\beta a}{\pi}\arctan\sqrt{1-\eta},\qquad \kappa_h=\frac{2\beta a}{\pi}\arctan\sqrt{h_c/h_s}.$$

For $\eta=0$ the first returns $\beta a/2$, the lone lattice. A compact function that overlaps the cosine slows $S^{-1}$ further. The condition $\kappa_S<\kappa_h$ reads $h_c/(1-\eta)>h_s$: the normalized even remainder must lie higher in energy than the sine wave. Under it $\kappa_-$ is bracketed by two rates proportional to $\beta$.

The mechanism is visible in $\chi$. At $p=0$ it points along $c_\perp$, which can repair the even occupied state. Once $\sinh^2u$ exceeds $(1-\eta)\cosh^2u$, that is $|\tanh u|>\sqrt{1-\eta}$, it has turned toward the sine. The direction in which the basis can improve the state changes within a window of $k$ of width proportional to $\beta$, and a narrow feature in $k$ is a long tail in $x$. The direction of $\chi$ at $K$, and hence $\theta_K$, does not depend on $\beta$ in this limit, while $s(K)=2A^2(1-\eta)$ falls as $\beta^{-1/2}e^{-K^2/2\beta}$. The rate drops linearly with $\beta$, and the zone-edge coefficient $P^{dd}(K)$ grows as $\beta^{1/2}e^{K^2/2\beta}$.

The exact band does not involve $\beta$. Its projector is singular where bands 1 and 2 coalesce on the same line $K+i\kappa$, where a two-state reduction again gives $1/\sqrt D$ and a prefactor $n^{-1/2}$. A real-space tail slower than this is an artefact of the basis.

## Numbers for the chain

Take $a=3.5$ Å, $V_0=30$ eV, $\gamma=3$, $\alpha=1.5$ and $\beta=0.05$ Å$^{-2}$. A ring of 240 cells, built from analytic real-space integrals and diagonalized, is compared with plane-wave formulas at real and complex $k$; the output printed after this text is that check.

For the diffuse lattice alone the inverse overlap decays at $0.0875$ Å$^{-1}$, equal to $0.05\times3.5/2$. With $t$ present, $\eta=0.8943$, so $\sqrt{1-\eta}=0.325$, its arctangent is $0.3143$, and with $2a/\pi=2.228$ Å the limit is $\kappa_S/\beta=0.700$ Å. The two excitation energies are $35.69$ and $16.48$ eV, so the bracket applies. Then $h_c/h_s=35.69\times0.1057/16.48=0.229$, the arctangent of its root is $0.446$, and $\kappa_h/\beta=0.994$ Å. The roots found at $\beta=0.05$ Å$^{-2}$ are $0.7193$ and $1.0159$ Å, above the limits by 2.7% and 2.2%. At $\beta=0.0125$ Å$^{-2}$ they are $0.7053$ and $0.9998$ Å, above by 0.7% and 0.5%, which is the linear approach. For the norm, $K^2/2\beta=8.057$ and $2A^2=(2/3.5)\times11.21\times e^{-8.057}=2.03\times10^{-3}$, so $s(K)=2.03\times10^{-3}\times0.1057=2.15\times10^{-4}$, as printed.

The diffuse function lowers the band energy per cell from $-15.498$ to $-15.620$ eV (exact: $-15.737$ eV) and reduces the Hilbert–Schmidt distance to the exact $\rho$ from $0.118$ to $0.056$. The change of $\rho$ is $0.108$ per cell, 11% of its norm, and agrees with $\sqrt{2\langle\sin^2\theta\rangle}$ in the test. It is small rather than negligible. The largest $\sin\theta$, $0.099$, is not the zone-edge value, which is $0.0319$. There the factorization gives $P^{dd}(K)=0.0319^2\times4658=4.7$: a rotation of three percent produces a coefficient of nearly five. The Frobenius change of $P$ per cell is $1.17$, about eleven times that of $\rho$.

The rates are $\kappa_S=0.0360$, $\kappa_-=0.0496$, $\kappa_h=0.0508$ and $\kappa_+=0.0520$ Å$^{-1}$, in the derived order. The decay length $1/\kappa_-$ is 20 Å, against 28 Å for $S^{-1}$. The cut integral reproduces the ring values of $P^{dd}$, $P^{td}$, $Q_{dd}$ and $\rho(0,na)$, signs included, within a relative tolerance of $10^{-4}$ at $n=20$ and $40$. At $n=20$ one finds $(S^{-1})^{dd}=24$, $P^{dd}=2.0\times10^{-2}$, $P^{td}=3.4\times10^{-3}$ and $Q_{dd}=-6.4\times10^{-8}$.

The local rate of $P^{dd}$ between $n=60$ and $61$ is $0.0468$ Å$^{-1}$, below $\kappa_-$. At $L\approx212$ Å the cut width $0.0024$ Å$^{-1}$ gives a product of $0.5$, so the cut is unresolved and the double pole governs. A double pole $g(p)/(p-i\kappa)^2$ has residue $\partial_p(g\,e^{ipL})=ig\,(L+L_0)e^{-\kappa L}$ with $L_0=-ig'/g$, so its local rate is $\kappa-1/(L+L_0)$, and $L_0$ depends on the regular factor $g$. As a model take $(p^2+\kappa^2)^{-2}$. Applying $-\frac{1}{2\kappa}\partial_\kappa$ to $\int e^{ipL}(p^2+\kappa^2)^{-1}dp=\pi e^{-\kappa L}/\kappa$ gives the transform of $(p^2+\kappa^2)^{-2}$ as $\pi(1+\kappa L)e^{-\kappa L}/2\kappa^3$, with local rate $\kappa-1/(L+1/\kappa)$. For $\kappa=\kappa_h$ this estimate is $0.0508-1/232=0.0465$ Å$^{-1}$. The offset $L_0=1/\kappa$ is that of the model function and is not computed for $P^{dd}$, so the estimate accounts for the sign and rough size of the shift, not its last digit. The real-space block norm, whose leading term is the simple pole, shows $0.0505$ Å$^{-1}$.

At $n=20$ the largest element of the $P$ block is $2.04\times10^{-2}$ and the Hilbert–Schmidt norm of $\rho$ between the two cells is $1.35\times10^{-4}$, a ratio of 151. In the small-$\beta$ limit $\chi$ and $v$ scale as $A$ and $h$ as $A^2$, on the cut as on the real axis, so $P^{dd}$ scales as $A^{-2}$ while the product $x\chi$ in $\rho$ does not depend on $A$. At fixed $\beta L$ the ratio is therefore proportional to $1/s(K)$. The prefactor, here $151\times2.15\times10^{-4}=0.032$, is set on the cut, and the real-axis values do not fix this part of the ratio. The ratio also grows with distance while the cut is unresolved, since a double pole carries one more power of $L$ than a simple one: from $n=20$ to $40$, $P^{dd}/|\rho(0,na)|$ rises by a factor of $1.7$. At a threshold of $10^{-4}$ the range of $P$ grows from 1 cell to 53, about 186 Å. The range of $\rho$ grows from 1 to 21 cells, while the exact kernel, with branch-point rate $1.015$ Å$^{-1}$ (twenty times $\kappa_-$, and $1.013$ Å$^{-1}$ from $\rho$ itself), reaches 2. Real space is thus not spared. It gains roughly $\ln151/(0.0505\times3.5)=28$ cells from the smaller amplitude, somewhat below the observed 32 because the ratio is larger at larger distance, and because the asymptotic rates and powers of $L$ are equal, the difference of the two ranges, which widens while the cut is unresolved, stays bounded as the threshold is tightened.

Replacing $t$ at $K$ by the exact Bloch state, with the same $d$, gives $P^{dd}(K)=3\times10^{-27}$, zero to rounding. Mixing in 1% and 2% of the Gaussian's error gives $2.41\times10^{-4}$ and $9.72\times10^{-4}$, a ratio of $4.04$ against the leading-order 4.

## A Hartree–Fock ladder of hydrogen molecules

The derivation covers one occupied band, two functions per cell and a fixed local potential. A case outside it is restricted Hartree–Fock for 16 parallel H$_2$ molecules (bond 0.74 Å, spacing 3.0 Å) in 6-31G and in 6-31++G, which lowers the smallest exponent from $0.576$ to $0.129$ Å$^{-2}$. The matrices are taken in the combinations symmetric between the two atoms of a molecule, the symmetry of the occupied orbitals, and distances are counted from the fourth molecule.

The energy changes by $-1.7$ meV per molecule and $\rho$ by $0.010$, 1% of its norm. The largest element of $P$ eight molecules away rises from $1.2\times10^{-11}$ to $9.0\times10^{-5}$ (between $9.1$ and $9.3\times10^{-5}$ in a ladder of 20, depending on the reference molecule). The rate of $P$, a local slope fitted over separations 1 to 4 in 6-31G and 4 to 9 in 6-31++G, falls from $0.905$ to $0.162$ Å$^{-1}$, about 10% above the $0.147$ Å$^{-1}$ of $S^{-1}$. These slopes depend on the window and on the ends of the ladder. The 6-31G value rises to $0.99$ Å$^{-1}$ over separations 4 to 8. In a ladder of 20 the 6-31++G rates are $0.160$ for $P$ and $0.144$ Å$^{-1}$ for $S^{-1}$, and the latter is also the value for a long ladder. Over separations 2 to 5 the two rates are nearly equal. The rate of $S^{-1}$ in turn lies below the lone-lattice value $0.129\times3.0/2=0.193$ Å$^{-1}$. Both orderings match the chain. The orbital gap also falls, from $21.1$ to $17.2$ eV, and its share in the slower decay is not separated here.

Between bond midpoints, $\rho(0,8)/\rho(0,0)$ rises from about $3\times10^{-11}$ to $1.8\times10^{-6}$. The relative coefficient tail is $8.98\times10^{-5}/0.215=4.2\times10^{-4}$, some 230 times larger. This factor belongs to the midpoints only. Elsewhere in the same two cells $\rho$ is larger, so the factor does not measure how much more easily the whole block of $\rho$ could be dropped.

## Table of computed values

```
model: a=3.5 A, V0=30.0 eV, cells=240, threshold=0.0001
exponents gamma=3.0, alpha=1.5, beta=0.05 A^-2
diffuse lattice alone: rate 0.08750 A^-1, beta*a/2=0.08750 A^-1
band energy/cell: compact -15.4982, augmented -15.6202, exact -15.7373 eV
gap, augmented basis: 19.203 eV
smallest eigenvalue of S 2.143e-04; s(K)=2.147e-04
sin theta at K 0.0319; max over k 0.0990
P^dd(K)=4.733; (S^-1)^dd(K)=4658.0
HS change of rho per cell 0.1078; Frobenius change of P per cell 1.1695
HS distance to exact rho: compact 0.1176, augmented 0.0560
kappa_S=0.03596, kappa_-=0.04961 A^-1
kappa_h=0.05080, kappa_+=0.05202 A^-1
n=20: P^dd=2.0398e-02 (cut 2.0398e-02), P^td=3.3999e-03
n=20: Q_dd=-6.4062e-08, rho(0,na)=-5.6385e-05 A^-1, S^-1 dd=2.4143e+01
n=40: P^dd=9.3973e-04 (cut 9.3973e-04), P^td=8.3942e-05
n=40: Q_dd=-1.7097e-09, rho(0,na)=-1.5304e-06 A^-1, S^-1 dd=1.9476e+00
local rate at n=60: P^dd 0.04682, rho block 0.05054 A^-1
n=20: max|P block|=2.040e-02, rho block norm=1.354e-04, ratio=151
range in cells, P: compact 1, augmented 53
range in cells, rho: compact 1, augmented 21, exact 2
exact band: branch-point rate 1.0154, from rho 1.0132 A^-1
eta=0.8943, h_c/(1-eta)=35.69 eV, h_s=16.48 eV
limit kappa_S/beta=0.7005 A, kappa_h/beta=0.9944 A
beta=0.1 A^-2: kappa_S/beta=0.7375, kappa_-/beta=1.0196, kappa_h/beta=1.0377 A
beta=0.05 A^-2: kappa_S/beta=0.7193, kappa_-/beta=0.9923, kappa_h/beta=1.0159 A
beta=0.025 A^-2: kappa_S/beta=0.7099, kappa_-/beta=0.9789, kappa_h/beta=1.0051 A
beta=0.0125 A^-2: kappa_S/beta=0.7053, kappa_-/beta=0.9723, kappa_h/beta=0.9998 A
P^dd(K) for error fraction 0, 0.01, 0.02: 3.1e-27, 2.405e-04, 9.720e-04
RHF: 16 parallel H2, bond 0.74 A, spacing 3.0 A, reference molecule index 3
6-31G: min exponent 0.5759 A^-2, gap 21.12 eV, min eig S_g 3.83e-01
6-31G: rate P 0.9050, rate S^-1 0.6958 A^-1 (fit n=1..4)
6-31G: max|P| n=0 0.214, n=8 1.20e-11; rho(0,8)/rho(0,0) 3.14e-11
6-31++G: min exponent 0.1286 A^-2, gap 17.20 eV, min eig S_g 4.51e-02
6-31++G: rate P 0.1618, rate S^-1 0.1470 A^-1 (fit n=4..9)
6-31++G: max|P| n=0 0.215, n=8 8.98e-05; rho(0,8)/rho(0,0) 1.81e-06
energy change per H2 -0.0017 eV; HS change of rho per H2 0.0104
```
